# The high-temperature quantum correction to defect formation from a trace, part 2

The vibrations of a defect cell can be treated classically, with a quantum correction added to the formation free energy. It remains to judge the error of this correction, find the classical part and test both on a vacancy.

The cell is harmonic about a stable minimum of the potential energy $V$, with fixed force constants. Atom $i$ has mass $m_i$ and displacement $u_{ia}$ along axis $a$. The mass-weighted Hessian $D$ contains the second derivatives of $V$ divided by $\sqrt{m_im_j}$. Its eigenvalues are $\omega^2$: three are zero (translations, treated classically), the others positive. Its trace is

$$\mathrm{Tr}\,D=\sum_i\frac1{m_i}\sum_a\frac{\partial^2V}{\partial u_{ia}^2} .\qquad (10)$$

With $x=\hbar\omega/k_BT$, the quantum and classical free energies $F$ and $F_{\rm cl}$ of each mode satisfy

$$F-F_{\rm cl}=k_BT\,\ln\frac{\sinh(x/2)}{x/2} ,\qquad (3)$$

$$\frac{x^2}{24}-\frac{x^4}{2880}\;\le\;\frac{F-F_{\rm cl}}{k_BT}\;\le\;\frac{x^2}{24} .\qquad (8)$$

The limits (8) follow from $y-\frac{y^2}{2}\le\ln(1+y)\le y$ for $y\ge0$. The "mode sum" adds (3) over all modes. Equivalently, for a whole cell,

$$F-F_{\rm cl}=k_BT\sum_{n=1}^\infty\ln\det\left[1+\frac{\hbar^2D}{(2\pi nk_BT)^2}\right].\qquad (7)$$

Define $a_n=\frac{c}{4\pi^2n^2}$ and $c=\left(\frac{\hbar}{k_BT}\right)^2$; then $\sum a_n=c/24$ and $\frac12\sum a_n^2=c^2/2880$.

$\Delta$ means the defect cell minus the solid reservoirs supplying its atoms. For a vacancy in a crystal of $N$ sites, this is the $(N-1)$-atom cell minus $(N-1)/N$ times the perfect cell. The leading correction and the next term are

$$\Delta F_{\rm q}\simeq\frac{\hbar^2}{24k_BT}\,\Delta\mathrm{Tr}\,D ,\qquad (12)$$

$$\Delta F_{\rm q}^{(2)}=-\frac{\hbar^4}{2880(k_BT)^3}\,\Delta\mathrm{Tr}\,D^2 .\qquad (13)$$

The power series converges when all modes have $x<2\pi$. The third qualification made at the outset was that if $\Delta\mathrm{Tr}\,D=0$, the leading correction is of a higher order in $1/T$.

The computed results include a substitution at 2000 K in the 128-site model crystal of atomic mass $m$. The new atom has mass $m/2$ and springs 1.2 times as stiff as the host's; its reservoir has the host's structure, mass $m/2$ and springs 0.9 times the host's.

### An error that does not grow with the cell

The limits (8) apply to each mode. Added up over a large cell they give an error proportional to the number of atoms, which is of no use for the formation free energy of one defect. A better estimate uses the fact that a defect changes the Hessian locally.

Define the remainder function

$$g(\lambda)=\sum_{n\ge1}\left[\ln(1+a_n\lambda)-a_n\lambda\right],$$

so that the error of the trace formula in one cell is $k_BT\,\mathrm{Tr}\,g(D)$. For $\lambda\ge0$, the limits on the logarithm give $|g(\lambda)|\le c^2\lambda^2/2880$. The derivative is

$$g'(\lambda)=\sum_n\left[\frac{a_n}{1+a_n\lambda}-a_n\right]=-\sum_n\frac{a_n^2\lambda}{1+a_n\lambda},$$

hence $|g'(\lambda)|\le\lambda\sum a_n^2=2c^2\lambda/2880$.

The Hessians of the vacancy cell and the perfect cell have different sizes. Give the vacancy cell a block of $3\times3$ zeros in the place of the missing atom, and call the padded matrix $A$. Since $g(0)=0$, the padding changes nothing in $\mathrm{Tr}\,g$. Let $B$ be the matrix of the perfect cell. The error of the formation free energy is then

$$R=k_BT\left[\mathrm{Tr}\,g(A)-\mathrm{Tr}\,g(B)+\frac1N\mathrm{Tr}\,g(B)\right].$$

To compare $A$ with $B$, join them by the straight path $A_t=B+t(A-B)$ with $0\le t\le1$. Both ends have eigenvalues between zero and $\lambda$, the largest eigenvalue of either. The expectation value of $A_t$ in any unit vector is a weighted mean of those of $A$ and $B$, so the eigenvalues of $A_t$ lie in the same interval. From $d\ln\det M=\mathrm{Tr}(M^{-1}dM)$ it follows that

$$\frac{d}{dt}\mathrm{Tr}\,g(A_t)=\mathrm{Tr}\left[g'(A_t)(A-B)\right].$$

Evaluate this trace in the eigenvectors of $A-B$. Each eigenvalue of $A-B$ is multiplied by an expectation value of $g'(A_t)$, which is at most $2c^2\lambda/2880$ in magnitude. With $\|A-B\|_1$ for the sum of the magnitudes of the eigenvalues of $A-B$, integration over $t$ gives

$$|\mathrm{Tr}\,g(A)-\mathrm{Tr}\,g(B)|\le\frac{2c^2\lambda}{2880}\|A-B\|_1 .$$

The remaining term of $R$ is a mean per site. Each site has three modes, so it is at most $3c^2\lambda^2/2880$. Together,

$$|R|\le\frac{k_BT\,c^2}{2880}\left[2\lambda\|A-B\|_1+3\lambda^2\right].\qquad (14)$$

If the defect changes a fixed set of force constants, the right side does not grow with $N$. Elastic relaxation needs more caution. The strain around a point defect falls as $1/r^3$, while the number of atoms in a shell grows as $r^2$. The sum of the magnitudes of the changes can then grow logarithmically with the cell size, and with it the bound. The electric field of a charged defect in a polar insulator falls only as $1/r^2$, and where it changes the force constants the bound can grow faster still.

### What the classical part needs

The classical free energy of the vibrations is $k_BT\sum\ln(\hbar\omega/k_BT)$. The sum of logarithms is the logarithm of a product, so this part depends on the determinant of $D$. The trace cannot replace it, since matrices with equal traces can have different determinants.

The three zero eigenvalues would make the determinant vanish and need a convention. Let $\omega_E$ be the root-mean-square frequency of the bulk, $\omega_E^2=\mathrm{Tr}\,D_{\rm bulk}/3N$, and let $P$ project on the three translations. In the matrix $D/\omega_E^2+P$ the translations have the eigenvalue one, and every other mode keeps $\omega^2/\omega_E^2$. Thus

$$L=\frac12\ln\det\left(\frac{D}{\omega_E^2}+P\right)=\sum_{\omega\neq0}\ln\frac{\omega}{\omega_E} .$$

Counting each translation as a mode of frequency $\omega_E$ gives $F_{\rm cl}=k_BT[L+3M\ln(\hbar\omega_E/k_BT)]$ for a cell of $M$ atoms. In the vacancy difference, the last term has the coefficient $3(N-1)-\frac{N-1}{N}3N=0$. What remains is

$$\Delta F_{\rm cl}=k_BT\,\Delta L,\qquad \Delta S_{\rm cl}=-k_B\,\Delta L .\qquad (15)$$

A different frequency $\omega'$ for the translations would change $\Delta L$ by $3\left(1-\frac{N-1}N\right)\ln(\omega'/\omega_E)=\frac3N\ln(\omega'/\omega_E)$, which vanishes for large cells.

The determinant can be found by matrix factorization, again without frequencies. At high temperature the vibrational part of the formation free energy thus needs one log-determinant and one trace per cell.

### A vacancy in a spring crystal

The example is a bcc crystal with lattice parameter 0.287 nm and atomic mass $m=55.845$ u. Its atoms are joined to eight first neighbours by springs $k_1=45$ N/m and to six second neighbours by springs $k_2=20$ N/m. All springs are at their rest length. The springs are rough values in the regime of bcc iron. The main cell has 128 sites.

A spring at rest length resists a small displacement of one end along its direction $\hat n$, and to second order it does not resist a transverse one. It contributes $k\,\hat n\hat n^T$ to the on-site block of each of its two atoms. The trace of $\hat n\hat n^T$ is one, so an atom of the perfect crystal has the trace

$$t=8k_1+6k_2=360+120=480\ \text{N/m} .$$

Removing an atom removes its own share $t$. It also removes the same springs from the neighbours, which lose another $t$ in total. The vacancy cell has the trace $(N-2)t$, and the reference is $(N-1)t$. Therefore

$$\Delta\mathrm{Tr}\,D=\frac{(N-2)t-(N-1)t}{m}=-\frac{8k_1+6k_2}{m}=-5176\ \text{ps}^{-2} .\qquad (16)$$

In a test of (10), the traces of both cells were also computed from energies, by moving each atom in turn. They are 652196.4 and 662548.7 ps⁻², and

$$652196.4-\frac{127}{128}\times662548.7\simeq-5176\ \text{ps}^{-2} .$$

At 600 K, $k_BT=51.70$ meV. With $\hbar=0.6582$ meV ps, (12) gives

$$\Delta F_{\rm q}\simeq-\frac{0.6582^2\times5176}{24\times51.70}\ \text{meV}=-1.81\ \text{meV},$$

or $-6.64\times10^{-5}$ hartree. The comparison with the full sum over modes is as follows.

| $T$ (K) | mode sum (meV) | trace (meV) | error of trace |
|---|---|---|---|
| 300 | −3.549 | −3.614 | 1.8 % |
| 600 | −1.799 | −1.807 | 0.46 % |
| 1000 | −1.083 | −1.084 | 0.17 % |

The errors are relative to the mode sum. The highest frequency is 9.35 THz, so the power series converges above 71 K.

The error can be traced to (13). In the perfect crystal each on-site block is $\frac83k_1+2k_2=160$ N/m times the unit matrix, and the sum of its squared elements is $3\times160^2$. A first neighbour of the vacancy loses $k_1\hat n\hat n^T$, which changes this sum by $-2\times160\times45+45^2=-12375$. A second neighbour loses $k_2\hat n\hat n^T$, which changes it by $-2\times160\times20+20^2=-6000$. The on-site block of the missing atom itself is absent from the vacancy cell, but the reference is smaller by the same amount, so it cancels. The couplings between atoms contribute $2k^2$ per spring. The lost springs take away $2(8k_1^2+6k_2^2)=37200$, and the smaller reference returns half of that. In total

$$m^2\,\Delta\mathrm{Tr}\,D^2=-8\times12375-6\times6000-18600=-153600\ (\text{N/m})^2 .$$

By (13) the next term is positive. It is 0.0084 meV at 600 K, which accounts for the error of the trace at that temperature. The bound (14) is 0.05 meV, about six times the actual error. It held for cells of 54, 128 and 250 sites, and its value for the largest cell was within 10 % of that for the smallest.

The classical part is much larger. Equation (15) gives $\Delta S_{\rm cl}=1.90$, 1.97 and $1.99\,k_B$ for the three cells, the last step being $0.03\,k_B$. The largest cell gives $\Delta F_{\rm cl}=-103$ meV at 600 K. Extrapolation in $1/N$ lowers this value by a further 1.5 to 2 meV, so the remaining cell-size error of the classical part is about as large as the quantum correction. The quantum correction is less than 2 % of the classical part, and it raises the equilibrium concentration by the factor $e^{1.80/51.70}=1.035$. Going from 128 to 250 sites shifts the correction by about $10^{-10}$ meV. That stability has two causes. The correction rests on low powers of $D$, which connect only nearby atoms, and in this model the vacancy changes its nearest surroundings alone.

### The sign is not universal

The negative sign in (16) rests on the assumption that the remaining springs keep their bulk values. Let all springs attached to the eight first neighbours of the vacancy be stiffened by a fraction $s$, with the rest of the crystal unchanged. Each of these atoms has seven first-neighbour springs left, and none of them joins two of the eight, which makes 56. Each has six second-neighbour springs, but 12 of these join two of the eight and must be counted once, which makes $48-12=36$. Every spring enters the trace at both ends, so

$$m\,\Delta\mathrm{Tr}\,D=-480+2s\,(56\times45+36\times20)=-480+6480\,s\ \ \text{N/m} .$$

The trace difference vanishes at $s=480/6480=7.4$ %. At 600 K the mode sum gives $-4.2$ meV for $s=-10$ % and $+0.6$ meV for $s=+10$ %. A modest change of many springs outweighs the loss of fourteen. Counting broken bonds is therefore no substitute for computing the on-site curvatures of the relaxed defect.

The cancelling case tests the third qualification made at the outset. With the trace difference set to zero, the correction at 1000 K is 7.97 times that at 2000 K. The law $T^{-3}$ predicts 8.

### Beside real iron

The lattice parameter and the mass are those of iron, and a highest frequency near 9 THz is of the right size. The bulk modulus of the model is 151 GPa, somewhat below the roughly 170 GPa of the metal. Real iron breaks the assumption of fixed, unrelaxed springs, and the preceding section shows that this can change the sign of the correction. It also has effects outside the model. The following estimates are for 600 K and use rough inputs.

- *Thermal softening.* With a linear expansion coefficient $\alpha=1.2\times10^{-5}$ per K and a Grüneisen parameter of 1.7, squared frequencies fall by $2\times1.7\times3\alpha T\simeq7$ %. If this applied equally to the trace difference, the correction would change by about 0.1 meV.
- *Volume relaxation.* If the defect cell is allowed to change its volume by $v=-0.2\,\Omega$, with $\Omega$ the atomic volume, the trace of the cell rises by $2\times1.7\times0.2$ times the trace per atom. This shifts the quantum correction by about $+1.2$ meV, two thirds of its magnitude. The trace difference therefore depends on whether the defect cell is held at fixed volume or at fixed pressure.
- *The cold lattice parameter.* A cell held at its zero-temperature volume is under the thermal pressure $p=3\alpha TB\simeq3.3$ GPa, where $B$ is the bulk modulus. The formation free energy at pressure $p$ has the pressure derivative $\Omega+v$, where $\Omega$ is the atomic volume and $v$ the relaxation volume. It exceeds the fixed-volume value by $p\Omega$. To first order in $p$, going back to zero pressure thus adds $-pv$ to the fixed-volume value. For $v=-0.2\,\Omega$ this is $+48$ meV.
- *Electronic excitations.* If the defect adds $\Delta g$ states per energy at the Fermi level, the electronic entropy $\frac{\pi^2}{3}k_B^2T\,\Delta g$ integrates to a free energy of $-\frac{\pi^2}{6}(k_BT)^2\Delta g$. One state per eV gives 4.4 meV in magnitude.
- *Magnetic disorder.* In mean field, a magnetic contribution to the formation energy scales with the square of the reduced magnetization. For a contribution of 0.2 eV, a Curie point of 1040 K and spins with two orientations, the loss of order amounts to about 30 meV. The same estimate gives 40 meV for spin one and 90 meV for classical spins.
- *Anharmonicity at fixed volume.* If the springs are replaced by Morse bonds of the same length and curvature, with a decay constant of 14 per nm, the leading classical anharmonic term in the formation free energy of the vacancy is about −3 meV.

### When to include the correction

For a vacancy in this regime of mass, stiffness and temperature, the correction of about 2 meV is smaller than the estimated effects of a cold lattice parameter, magnetic disorder, electronic excitation and anharmonicity. This ordering holds for unchanged springs. With the nearby springs softened by 10 %, the correction of $-4.2$ meV exceeds the anharmonic estimate and approaches the electronic one. The correction is worth adding when the other effects are controlled to about 2 meV or better. Equation (12) then suffices, and a quantum sum over phonon modes would alter the model's result at 600 K by about 0.01 meV.

The balance shifts when the temperature falls or when light atoms are involved, because the correction scales as curvature over mass and temperature. The same change also brings the failure of (12) nearer. At 600 K the error of (12) is about 0.3 meV for a single mode with $x=2$ and 1.3 meV for one with $x=3$. For a stiff local mode with $x$ above about 2, the free energy of that mode should therefore be taken from $k_BT\ln[2\sinh(x/2)]$. Its $\omega^2$ is then removed from the trace, and $k_BT\ln x$ is subtracted from the classical part. The amount to subtract is $k_BT\ln x$ even when the classical part comes from (15), where $L$ contains $\ln(\omega/\omega_E)$, because the constants have already cancelled there. The reservoirs need the same care, since the solid that supplies a light atom can itself have modes with $x$ above 2. For a substitutional atom of mass $m/20$ with host springs in the 128-site cell, and a reservoir of that mass with springs 0.9 times those of the host, the mode sum at 600 K is 3.56 meV and the plain trace 3.61 meV. Treating the three local modes exactly while keeping the trace for the reservoir gives 2.03 meV, and summing the reservoir over its modes as well gives 3.55 meV. If (13) is a sizeable part of (12), the trace alone is not enough. Adding (13) suffices when $x$ is small for all modes, as in the cancelling case above. Otherwise the series (7) or a diagonalization is needed. The numerical output below lists the values for the model.

## Computed results

```
input lattice parameter (rough): 0.287 nm
input atomic mass: 55.845 u
input springs k1, k2 (rough): 45, 20 N/m
sites in main cell: 128
highest frequency: 9.35 THz
rms bulk frequency: 6.61 THz
power series converges above: 71.4 K
Tr D, bulk cell: 662548.7 ps^-2
Tr D, vacancy cell: 652196.4 ps^-2
trace difference, atom moves: -5176.16 ps^-2
trace difference, lost bonds: -5176.16 ps^-2
300 K correction, exact modes: -3.5491 meV
300 K correction, trace: -3.6144 meV
300 K next-order term: 0.06738 meV
300 K trace error: 1.84 %
600 K correction, exact modes: -1.7988 meV
600 K correction, trace: -1.8072 meV
600 K next-order term: 0.00842 meV
600 K trace error: 0.46 %
1000 K correction, exact modes: -1.0825 meV
1000 K correction, trace: -1.0843 meV
1000 K next-order term: 0.00182 meV
1000 K trace error: 0.17 %
600 K trace correction: -6.641e-05 Ha
600 K concentration factor: 1.0354
600 K error and its bound: 0.0084, 0.0505 meV
correction shift, 128 to 250 sites: -1.4e-10 meV
classical entropy, 54 sites: 1.899 kB
classical entropy, 128 sites: 1.965 kB
classical entropy, 250 sites: 1.993 kB
entropy shift, 128 to 250 sites: 0.027 kB
600 K classical part, 250 sites: -103.0 meV
substitution at 2000 K, exact: 0.4334 meV
substitution at 2000 K, trace: 0.4337 meV
600 K, nearby springs -10 %: -4.226 meV
600 K, nearby springs +10 %: 0.627 meV
stiffening that cancels the trace: 7.41 %
then ratio of corrections, 1000 K to 2000 K: 7.97
rough expansion, Grueneisen: 1.2e-05 /K, 1.7
rough relaxation volume: -0.2 atomic volumes
rough extra states: 1 /eV
rough Curie point, magnetic shift: 1040 K, 0.2 eV
model bulk modulus: 151 GPa
600 K softening of squared frequencies: 7.3 %
600 K cold-lattice error: 48 meV
600 K electronic term, magnitude: 4.4 meV
600 K magnetic disorder, magnitude: 30 meV
```
